# The Lindhard critical angle from transverse-energy conservation near an atomic row: a program that tests the result

```python
"""
Result under test: an ion of energy E near an atomic row conserves
E_perp = E*psi^2 + U(r), which gives the critical-angle scale
psi1 = sqrt(2 Z1 Z2 e^2/(E d)) in Gaussian units, times a factor
sqrt(0.5*ln(1 + 3 a^2/r_c^2)) fixed by the cutoff radius r_c.
Symbols: Z1, Z2 atomic numbers; d row spacing; a screening length;
x = r/a; phi = psi/psi1; W = U/(E psi1^2); lam = d*psi1/a;
eps = phi^2 + W is the reduced transverse energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import k0


def W(x):
    return 0.5 * np.log1p(3.0 / x**2)


def W1(x):
    return -3.0 / (x * (x**2 + 3.0))


def W2(x):
    return 9.0 * (x**2 + 1.0) / (x**2 * (x**2 + 3.0)**2)


def turning_radius(eps):
    return np.sqrt(3.0 / np.expm1(2.0 * eps))


# ---------- physical input: boron along a <110> row of silicon ----------
Z1, Z2 = 5, 14
E = 2.0e6                                                   # eV
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10          # eV angstrom
lattice = const.value('lattice parameter of silicon') * 1e10
d = lattice / np.sqrt(2.0)
bohr = const.value('Bohr radius') * 1e10
a = (9 * np.pi**2 / 128)**(1 / 3) * bohr / np.sqrt(Z1**(2 / 3) + Z2**(2 / 3))
psi1 = np.sqrt(2 * Z1 * Z2 * e2 / (E * d))
lam = d * psi1 / a
E_high = 2 * Z1 * Z2 * e2 * d / a**2

# Gaussian evaluation with charge in esu, energy in erg, length in cm
charge_esu = const.e * const.c * 10.0
psi1_cgs = np.sqrt(2 * Z1 * Z2 * charge_esu**2
                   / (E * const.e * 1e7 * d * 1e-8))
assert abs(psi1_cgs / psi1 - 1) < 1e-6

# ---------- string potential and single-atom impulse by quadrature ----------
for x in (0.3, 0.685, 1.0, 3.0):
    line = quad(lambda z: 1 / np.hypot(x, z)
                - 1 / np.sqrt(x**2 + z**2 + 3), 0, np.inf, limit=200)[0]
    assert abs(line - W(x)) < 1e-6
    force = quad(lambda z: x / (x**2 + z**2)**1.5
                 - x / (x**2 + z**2 + 3)**1.5, 0, np.inf, limit=200)[0]
    assert abs(force + W1(x)) < 1e-6


# ---------- Newton's equations with the individual atoms ----------
def newton_run(energy):
    """Head-on ion with eps = 1; lengths in a, initial speed close to 1."""
    angle = np.sqrt(2 * Z1 * Z2 * e2 / (energy * d))
    spacing = d / a
    strength = Z1 * Z2 * e2 / (2 * energy * a)
    x_start = 12.0
    periods = int(2 * x_start / (spacing * angle))
    atoms = (np.arange(-40, periods + 40) + 0.5) * spacing

    def rhs(t, y):
        dz = y[1] - atoms
        r2 = y[0]**2 + dz**2
        g = strength * (r2**-1.5 - (r2 + 3.0)**-1.5)
        return [y[2], y[3], y[0] * g.sum(), (dz * g).sum()]

    start = [x_start, 0.0, -angle * np.sqrt(1 - W(x_start)), 1.0]
    sol = solve_ivp(rhs, (0, periods * spacing), start, method='DOP853',
                    rtol=1e-9, atol=1e-11, max_step=spacing / 20)
    assert sol.success
    eps_out = (sol.y[2, -1] / angle)**2 + W(sol.y[0, -1])
    return sol.y[0].min(), eps_out


x_turn = turning_radius(1.0)
newton = {energy: newton_run(energy) for energy in (E, 4 * E)}
for x_min, eps_out in newton.values():
    # a few percent: the path is a polygon with corners at the atoms
    assert abs(x_min / x_turn - 1) < 0.05
    assert abs(eps_out - 1) < 0.01


# ---------- discrete map between halfway planes ----------
def map_deviation(step):
    """Largest drift of eps and of the corrected invariant on one path."""
    x, phi = 30.0, -np.sqrt(1 - W(30.0))
    plain, corrected = [], []
    for _ in range(int(60 / step)):
        eps = phi**2 + W(x)
        plain.append(eps)
        corrected.append(eps - step**2 * (phi**2 * W2(x) - W1(x)**2) / 24)
        x += 0.5 * step * phi
        phi -= 0.5 * step * W1(x)
        x += 0.5 * step * phi
    plain, corrected = np.array(plain), np.array(corrected)
    k = np.argmax(abs(plain - plain[0]))
    return plain[k] - plain[0], np.max(abs(corrected - corrected[0]))


p1, c1 = map_deviation(0.1)
p2, c2 = map_deviation(0.05)
shift_coefficient = -W1(x_turn)**2 / 24
assert abs(p1 / p2 - 4) < 0.3
assert 13.5 < c1 / c2 < 18.5
assert abs(p2 / 0.05**2 / shift_coefficient - 1) < 0.03


def energy_changes(phi0, step, sigma=0.0, count=800, seed=1):
    """Relative change of eps after one encounter, for many entry phases.
    sigma is the rms atomic displacement per axis in units of a."""
    rng = np.random.default_rng(seed)
    x = 30.0 + step * phi0 * (np.arange(count) + 0.5) / count
    y = np.zeros(count)
    px = -np.sqrt(phi0**2 - W(x))
    py = np.zeros(count)
    for _ in range(int(75 / (step * phi0))):
        x = x + 0.5 * step * px
        y = y + 0.5 * step * py
        ux, uy = x, y
        if sigma > 0:
            ux = x - sigma * rng.standard_normal(count)
            uy = y - sigma * rng.standard_normal(count)
        r2 = ux**2 + uy**2
        g = 1.5 * step / (r2 * (r2 + 3.0))
        px = px + g * ux
        py = py + g * uy
        x = x + 0.5 * step * px
        y = y + 0.5 * step * py
    return abs((px**2 + py**2 + W(np.hypot(x, y))) / phi0**2 - 1)


static_angles = (0.5, 1.0, 1.25, 1.5, 2.0)
static = {p: energy_changes(p, lam) for p in static_angles}
share = {p: np.mean(static[p] > 0.1) for p in static_angles}
assert static[0.5].max() < 0.01 and static[1.0].max() < 0.01
assert share[2.0] > 0.2
share_lam = {s: np.mean(energy_changes(1.0, s) > 0.1) for s in (0.5, 1.0, 2.0)}
assert share_lam[0.5] == 0 and share_lam[2.0] > 0.2

sigma = 0.5
thermal = {p: np.median(energy_changes(p, lam, sigma, 3000))
           for p in (0.25, 0.5, 1.0)}
assert thermal[0.25] < thermal[0.5] < thermal[1.0]
assert thermal[1.0] > 0.05


# ---------- Moliere screening: line integral against Bessel form ----------
def moliere_W(x):
    terms = ((0.10, 6.0), (0.55, 1.2), (0.35, 0.3))
    numeric = quad(lambda t: sum(c * np.exp(-b * x * np.cosh(t))
                                 for c, b in terms), 0, 12, limit=200)[0]
    assert abs(numeric - sum(c * k0(b * x) for c, b in terms)) < 1e-7
    return numeric


# ---------- printed numbers ----------
print(f"Z1 = {Z1}, Z2 = {Z2}, energy E = {E/1e6:.1f} MeV")
print(f"e^2 (Gaussian) = {e2:.4f} eV angstrom")
print(f"silicon lattice parameter = {lattice:.4f} angstrom")
print(f"row spacing d = {d:.4f} angstrom")
print(f"screening length a = {a:.4f} angstrom")
print(f"E' = 2 Z1 Z2 e^2 d/a^2 = {E_high/1e3:.1f} keV")
print(f"E/E' = {E/E_high:.3f}")
print(f"lam = d psi1/a = {lam:.4f}")
print(f"psi1 = {psi1:.5f} rad = {np.degrees(psi1):.3f} degree")
print(f"psi1 from esu, erg, cm = {psi1_cgs:.5f} rad")
print(f"E psi1^2 = {E*psi1**2:.1f} eV")
print(f"turning radius at psi1 = {x_turn:.4f} a = {x_turn*a:.4f} angstrom")
for xc in (0.4, x_turn, 1.0, 1.5):
    f = np.sqrt(W(xc))
    fm = np.sqrt(moliere_W(xc))
    print(f"r_c/a = {xc:.3f}: psi_c/psi1 = {f:.3f} (Moliere {fm:.3f}), "
          f"psi_c = {np.degrees(f*psi1):.3f} degree")
for energy, (x_min, eps_out) in newton.items():
    print(f"Newton, E = {energy/1e6:.1f} MeV, eps_in = 1: "
          f"r_min/a = {x_min:.4f}, eps_out = {eps_out:.5f}")
print(f"map: eps drift ratio, lam 0.1 to 0.05 = {p1/p2:.3f}")
print(f"map: corrected-invariant drift ratio = {c1/c2:.2f}")
print(f"turning-point shift/lam^2: formula = {shift_coefficient:.5f}, "
      f"map = {p2/0.05**2:.5f}")
print(f"formula shift of eps at this lam = {shift_coefficient*lam**2:.5f}")
for p in static_angles:
    print(f"static row, psi/psi1 = {p:.2f}: turning radius = "
          f"{turning_radius(p**2):.4f} a, step = {lam*p:.3f} a, "
          f"share of phases with change > 10% = {share[p]:.3f}")
print(f"static row, psi = psi1: largest change = {static[1.0].max():.1e}")
for s, value in share_lam.items():
    print(f"static row, psi = psi1, lam = {s:.1f} (E/E' = {1/s**2:.2f}): "
          f"share with change > 10% = {value:.3f}")
print(f"vibration model: rms displacement per axis = {sigma:.1f} a")
for p, value in thermal.items():
    print(f"vibrating row, psi/psi1 = {p:.2f}: "
          f"median relative change of eps = {value:.3f}")
print("success")
```

Output:

```
Z1 = 5, Z2 = 14, energy E = 2.0 MeV
e^2 (Gaussian) = 14.3996 eV angstrom
silicon lattice parameter = 5.4310 angstrom
row spacing d = 3.8403 angstrom
screening length a = 0.1585 angstrom
E' = 2 Z1 Z2 e^2 d/a^2 = 308.0 keV
E/E' = 6.493
lam = d psi1/a = 0.3924
psi1 = 0.01620 rad = 0.928 degree
psi1 from esu, erg, cm = 0.01620 rad
E psi1^2 = 524.9 eV
turning radius at psi1 = 0.6852 a = 0.1086 angstrom
r_c/a = 0.400: psi_c/psi1 = 1.221 (Moliere 1.149), psi_c = 1.134 degree
r_c/a = 0.685: psi_c/psi1 = 1.000 (Moliere 0.952), psi_c = 0.928 degree
r_c/a = 1.000: psi_c/psi1 = 0.833 (Moliere 0.810), psi_c = 0.773 degree
r_c/a = 1.500: psi_c/psi1 = 0.651 (Moliere 0.659), psi_c = 0.604 degree
Newton, E = 2.0 MeV, eps_in = 1: r_min/a = 0.6822, eps_out = 1.00000
Newton, E = 8.0 MeV, eps_in = 1: r_min/a = 0.6854, eps_out = 1.00000
map: eps drift ratio, lam 0.1 to 0.05 = 3.987
map: corrected-invariant drift ratio = 15.89
turning-point shift/lam^2: formula = -0.06634, map = -0.06635
formula shift of eps at this lam = -0.01022
static row, psi/psi1 = 0.50: turning radius = 2.1505 a, step = 0.196 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.00: turning radius = 0.6852 a, step = 0.392 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.25: turning radius = 0.3713 a, step = 0.491 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 1.50: turning radius = 0.1836 a, step = 0.589 a, share of phases with change > 10% = 0.000
static row, psi/psi1 = 2.00: turning radius = 0.0317 a, step = 0.785 a, share of phases with change > 10% = 0.979
static row, psi = psi1: largest change = 7.3e-08
static row, psi = psi1, lam = 0.5 (E/E' = 4.00): share with change > 10% = 0.000
static row, psi = psi1, lam = 1.0 (E/E' = 1.00): share with change > 10% = 0.000
static row, psi = psi1, lam = 2.0 (E/E' = 0.25): share with change > 10% = 0.849
vibration model: rms displacement per axis = 0.5 a
vibrating row, psi/psi1 = 0.25: median relative change of eps = 0.021
vibrating row, psi/psi1 = 0.50: median relative change of eps = 0.080
vibrating row, psi/psi1 = 1.00: median relative change of eps = 0.375
success
```
